# The Lieb-Oxford Bound Constrains the Integral, Not the Exchange Energy Density: a program that tests the result

```python
# Result under test: the integrated bound  -E_x <= C * I,  I = int n^(4/3),
# holds, while g(r) = -eps_x(r)/n(r)^(1/3) exceeds every C in an atomic tail.
# eps_x: conventional exact-exchange energy per electron (half the potential
# of the exchange hole); n: density; v: Hartree potential; U: Hartree energy.
# R_occ: largest eigenvalue of the matrix of r among the occupied orbitals.
# Smearing proof: shells of radius c*n^(-1/3) give -E_x <= L + S <= C*I.
# Hartree atomic units throughout, except for labelled conversions.
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.special import eval_genlaguerre
from pyscf import gto, scf, dft, df

BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
HARTREE_IN_EV = physical_constants["Hartree energy in eV"][0]
C_PUBLISHED = 1.68      # published Lieb-Oxford constant, an input
PBE_CEILING = 1.804     # largest PBE exchange enhancement factor, an input
A_X = 0.75 * (3 / np.pi) ** (1 / 3)

# Radial grid r = r_max*x^3 with trapezoid weights in x
POINTS, R_MAX = 3000, 40.0
x_grid = np.arange(1, POINTS + 1) / POINTS
r = R_MAX * x_grid**3
w = 3 * R_MAX * x_grid**2 / POINTS
w[-1] *= 0.5


def potential(charge):
    """Potential of radial charge distributions (charge per unit radius)."""
    rad = r if charge.ndim == 1 else r[:, None]
    inner = CubicSpline(r, charge).antiderivative()(r)
    outer = CubicSpline(r, charge / rad).antiderivative()(r)
    return inner / rad + outer[-1] - outer


# ---- Constant of the smearing proof, checked by brute-force maximization
a_loss = 43 * np.pi / 24
c_shell = (4 * a_loss) ** (-1 / 3)
C_PROVED = a_loss * c_shell**2 + 1 / (2 * c_shell)
y = (np.arange(2000) + 0.5) / 2000
dist = y / (1 - y)                       # distance in units of shell radius
tau = np.linspace(0, 1, 1001)
s = tau[None, :] * np.minimum(1, 1 / dist)[:, None]   # cube root of density
worst = np.max(s**3 * (1 / dist[:, None] - s), axis=1)
high_part = np.mean(4 * np.pi * dist**2 * worst / (1 - y) ** 2)
near = (np.arange(2000) + 0.5) / 2000
low_part = np.mean(4 * np.pi * near**2 * (1 / near - 1))
assert abs(high_part - 9 * np.pi / 8) < 1e-3
assert abs(low_part + high_part - a_loss) < 1e-3
trial_c = np.linspace(0.1, 1.0, 9001)
assert abs(np.min(a_loss * trial_c**2 + 0.5 / trial_c) - C_PROVED) < 1e-6
print(f"shell parameter c = {c_shell:.4f}")
print(f"proved constant C = {C_PROVED:.4f}; published C = {C_PUBLISHED}")
print(f"LDA exchange coefficient A_x = {A_X:.4f}")


def analyse(name, n, v, eps, r_occ, electrons):
    """Integrated and pointwise tests for a spherical atom."""
    shell = 4 * np.pi * r**2
    e_x = np.sum(w * shell * n * eps)
    integral = np.sum(w * shell * n ** (4 / 3))
    g = -eps / n ** (1 / 3)
    # average of v over a sphere of radius R(r) centred at distance r
    spline = CubicSpline(r, r * v).antiderivative()

    def primitive(q):
        return spline(np.minimum(q, R_MAX)) + electrons * np.maximum(
            q - R_MAX, 0)

    big_r = c_shell * n ** (-1 / 3)
    average = (primitive(r + big_r) - primitive(np.abs(r - big_r))) / (
        2 * r * big_r)
    loss = np.sum(w * shell * n * (v - average))
    self_energy = integral / (2 * c_shell)
    assert 0 < loss < a_loss * c_shell**2 * integral
    assert -e_x < loss + self_energy < C_PROVED * integral
    assert -e_x < C_PUBLISHED * integral
    use = (r > 0.01) & (r < 16)
    assert np.all(-eps[use] >= 1 / (2 * (r[use] + r_occ)))
    crossings = []
    for constant in (C_PUBLISHED, C_PROVED):
        roots = CubicSpline(r[use], np.log(g[use] / constant)).roots(
            extrapolate=False)
        assert len(roots) == 1
        crossings.append(roots[0])
    rc = crossings[0]
    assert np.all(g[(r > rc) & (r < 16)] > C_PUBLISHED)

    def outside(f):
        return CubicSpline(r, f).integrate(rc, R_MAX)

    n_out = outside(shell * n)
    ex_out = -outside(shell * n * eps)
    i_out = outside(shell * n ** (4 / 3))
    excess = ex_out - C_PUBLISHED * i_out
    slack = C_PUBLISHED * (integral - i_out) - (-e_x - ex_out)
    assert 0 < excess < slack
    print(f"{name}: E_x = {e_x:.5f} hartree = {e_x*HARTREE_IN_EV:.3f} eV")
    print(f"{name}: I = {integral:.5f}; -E_x/I = {-e_x/integral:.4f}")
    print(f"{name}: L = {loss:.4f}, S = {self_energy:.4f} hartree")
    print(f"{name}: R_occ = {r_occ:.4f} bohr")
    print(f"{name}: g = {C_PUBLISHED} at r = {rc:.3f} bohr"
          f" = {rc*BOHR_IN_ANGSTROM:.3f} angstrom")
    print(f"{name}: g = {C_PROVED:.4f} at r = {crossings[1]:.3f} bohr")
    print(f"{name}: beyond first crossing: {n_out:.4f} electrons")
    print(f"{name}: share beyond it: E_x {100*ex_out/-e_x:.3f} %,"
          f" I {100*i_out/integral:.3f} %")
    print(f"{name}: excess outside {excess:.5f}, slack inside"
          f" {slack:.5f} hartree")
    n_at, eps_at = CubicSpline(r, np.log(n)), CubicSpline(r, eps)
    for radius in (1, 3, 6, 9, 12):
        dens, per_el = np.exp(n_at(radius)), eps_at(radius)
        print(f"{name}: r={radius} bohr n={dens:.3e} bohr^-3"
              f" eps_x={per_el:.5f} hartree g={-per_el/dens**(1/3):.4f}")
    return e_x, integral, g


# ---- Hydrogen: exact 1s density
n_h = np.exp(-2 * r) / np.pi
v_h = potential(4 * r**2 * np.exp(-2 * r))
v_formula = -np.expm1(-2 * r) / r - np.exp(-2 * r)
assert np.max(np.abs(v_h - v_formula)) < 1e-6
r_mean_h = np.sum(w * 4 * r**3 * np.exp(-2 * r))
ex_h, i_h, g_h = analyse("H", n_h, v_h, -v_h / 2, r_mean_h, 1)
assert abs(ex_h + 5 / 16) < 1e-6
assert abs(i_h - 27 / (64 * np.pi ** (1 / 3))) < 1e-6
# Another energy density with the same integral: -|grad v|^2/(8 pi).
# It falls only as 1/r^4; beyond the grid the field is that of unit charge,
# and the integral of 1/(2 r^2) from R_MAX to infinity is 1/(2 R_MAX).
field = -CubicSpline(r, v_h).derivative()(r)
field_density = field**2 / (8 * np.pi)
field_outer = 1 / (2 * R_MAX)
field_total = np.sum(w * 4 * np.pi * r**2 * field_density) + field_outer
assert abs(field_total + ex_h) < 1e-5
i6 = np.argmin(np.abs(r - 6))
field_ratio = field_density[i6] / n_h[i6] ** (4 / 3)
assert field_ratio > g_h[i6]
print(f"H: field-energy integral = {field_total:.5f} hartree, of which"
      f" {field_outer:.5f} beyond {R_MAX:.0f} bohr")
print(f"H: field ratio at r = {r[i6]:.2f} bohr: {field_ratio:.2f}")

# ---- Beryllium: restricted Hartree-Fock in orthonormal Laguerre functions
Z, SIZE, ZETA = 4, 25, 2.0
k = np.arange(SIZE)[None, :]
rr = r[:, None]
lag = eval_genlaguerre(k, 2, 2 * ZETA * rr)
dlag = -np.where(k > 0, eval_genlaguerre(np.maximum(k - 1, 0), 3,
                                         2 * ZETA * rr), 0.0)
norm = np.sqrt((2 * ZETA) ** 3 / ((k + 1) * (k + 2)))
chi = norm * rr * np.exp(-ZETA * rr) * lag
dchi = norm * np.exp(-ZETA * rr) * ((1 - ZETA * rr) * lag
                                   + 2 * ZETA * rr * dlag)
assert np.max(np.abs(chi.T @ (w[:, None] * chi) - np.eye(SIZE))) < 1e-7
kinetic = 0.5 * dchi.T @ (w[:, None] * dchi)
core = kinetic - chi.T @ ((w * Z / r)[:, None] * chi)
fock = core.copy()
converged = False
for cycle in range(120):
    levels, vectors = np.linalg.eigh(fock)
    occ = vectors[:, :2]
    u = chi @ occ
    v_be = potential(2 * np.sum(u**2, axis=1))
    new = core + chi.T @ ((w * v_be)[:, None] * chi)
    for a in range(2):
        pair = potential(u[:, a:a + 1] * chi)
        new -= chi.T @ ((w * u[:, a])[:, None] * pair)
    new = 0.5 * (new + new.T)
    change = np.max(np.abs(new - fock))
    if change < 1e-8:
        converged = True
        break
    fock = 0.5 * (fock + new)
assert converged
energy = np.trace(occ.T @ (core + new) @ occ)
t_total = 2 * np.trace(occ.T @ kinetic @ occ)
assert abs(energy + t_total) < 1e-4      # virial theorem
n_be = np.maximum(2 * np.sum(u**2, axis=1) / (4 * np.pi * r**2), 1e-60)
ex_density = np.zeros_like(r)
for a in range(2):
    for b in range(2):
        prod = u[:, a] * u[:, b]
        ex_density -= prod * potential(prod) / (4 * np.pi * r**2)
eps_be = ex_density / n_be
r_occ_be = np.linalg.eigvalsh(u.T @ ((w * r)[:, None] * u))[-1]
ex_be, i_be, g_be = analyse("Be", n_be, v_be, eps_be, r_occ_be, 4)

# Independent Gaussian-basis calculation of the same atom
mol = gto.M(atom="Be 0 0 0", basis="def2-qzvp", verbose=0)
mf = scf.RHF(mol)
e_gauss = mf.kernel()
ex_gauss = -0.25 * np.einsum("ij,ji", mf.make_rdm1(), mf.get_k())
assert mf.converged and -1e-6 < e_gauss - energy < 1e-3
assert abs(ex_gauss - ex_be) < 2e-3
print(f"Be: HF energy radial {energy:.5f}, Gaussian {e_gauss:.5f} hartree")
print(f"Be: Gaussian-basis E_x = {ex_gauss:.5f} hartree")

# Growth rate of ln g in the tail against the asymptotic law
kappa = np.sqrt(-2 * levels[1])
log_g = CubicSpline(r, np.log(g_be))
slope = log_g(12.5) - log_g(11.5)
slope_law = 2 * kappa / 3 - (1 + 2 / 3 * (1 / kappa - 1)) / 12
assert abs(slope / slope_law - 1) < 0.02   # next term is of order 1/r^2
print(f"Be: eps_2s = {levels[1]:.5f} hartree, kappa = {kappa:.4f} bohr^-1")
print(f"Be: d ln g/dr at 12 bohr: {slope:.4f}, law {slope_law:.4f} bohr^-1")

# PBE exchange on the same density
du = dchi @ occ
dn = 4 * np.sum(u * (du / rr - u / rr**2), axis=1) / (4 * np.pi * r)
zero = np.zeros_like(r)
eps_pbe = dft.libxc.eval_xc("PBE,", np.array([n_be, dn, zero, zero]))[0]
ex_pbe = np.sum(w * 4 * np.pi * r**2 * n_be * eps_pbe)
g_pbe = -eps_pbe / n_be ** (1 / 3)
assert np.max(g_pbe[n_be > 1e-8]) <= PBE_CEILING * A_X + 1e-6
assert abs(ex_pbe / ex_be - 1) < 0.02
i9 = np.argmin(np.abs(r - 9))
assert g_be[i9] > g_pbe[i9]
print(f"Be: PBE E_x = {ex_pbe:.5f} hartree; cap on g = {PBE_CEILING*A_X:.4f}")
print(f"Be: at r = {r[i9]:.2f} bohr g PBE {g_pbe[i9]:.4f},"
      f" exact exchange {g_be[i9]:.4f}")

# ---- Boron: open p shell, no spherical symmetry, grid points with n > 1e-12
mol = gto.M(atom="B 0 0 0", basis="def2-tzvp", spin=1, verbose=0)
mf = scf.UHF(mol)
mf.kernel()
assert mf.converged
grids = dft.gen_grid.Grids(mol)
grids.level = 2
grids.build()
keep = grids.weights != 0
points, weights = grids.coords[keep], grids.weights[keep]
distance = np.linalg.norm(points, axis=1)
ao = dft.numint.eval_ao(mol, points)
dm, k_matrix = mf.make_rdm1(), mf.get_k()
coulomb = df.incore.aux_e2(mol, gto.fakemol_for_charges(points))
n_b, e_b, r_occ_b = np.zeros(len(points)), np.zeros(len(points)), 0.0
for spin in range(2):
    hole_amplitude = ao @ dm[spin]
    n_b += np.sum(hole_amplitude * ao, axis=1)
    e_b -= 0.5 * np.einsum("gm,mng,gn->g", hole_amplitude, coulomb,
                           hole_amplitude)
    orb = ao @ mf.mo_coeff[spin][:, mf.mo_occ[spin] > 0]
    radius_matrix = orb.T @ ((weights * distance)[:, None] * orb)
    r_occ_b = max(r_occ_b, np.linalg.eigvalsh(radius_matrix)[-1])
ex_b = np.sum(weights * e_b)
ex_b_matrix = -0.5 * np.einsum("sij,sji", dm, k_matrix)
assert abs(ex_b - ex_b_matrix) < 1e-3
good = n_b > 1e-12
hole_test = -2 * (distance + r_occ_b)[good] * e_b[good] / n_b[good]
assert np.min(hole_test) >= 1
i_b = np.sum(weights[good] * n_b[good] ** (4 / 3))
assert -ex_b < C_PUBLISHED * i_b
dense = n_b > 1e-5
g_b_max = np.max(-e_b[dense] / n_b[dense] ** (4 / 3))
assert g_b_max > C_PROVED
print(f"B: E_x = {ex_b:.4f} hartree; -E_x/I = {-ex_b/i_b:.4f}")
print(f"B: R_occ = {r_occ_b:.3f} bohr;"
      f" min of -2(r+R_occ)eps_x = {np.min(hole_test):.4f}")
print(f"B: largest g where n > 1e-5 bohr^-3: {g_b_max:.3f}")
print("tests ok")
```

Running it gives:

```
shell parameter c = 0.3541
proved constant C = 2.1178; published C = 1.68
LDA exchange coefficient A_x = 0.7386
H: E_x = -0.31250 hartree = -8.504 eV
H: I = 0.28805; -E_x/I = 1.0849
H: L = 0.0848, S = 0.4067 hartree
H: R_occ = 1.5000 bohr
H: g = 1.68 at r = 2.822 bohr = 1.493 angstrom
H: g = 2.1178 at r = 3.462 bohr
H: beyond first crossing: 0.0798 electrons
H: share beyond it: E_x 3.735 %, I 1.985 %
H: excess outside 0.00206, slack inside 0.17349 hartree
H: r=1 bohr n=4.308e-02 bohr^-3 eps_x=-0.36466 hartree g=1.0403
H: r=3 bohr n=7.890e-04 bohr^-3 eps_x=-0.16501 hartree g=1.7858
H: r=6 bohr n=1.956e-06 bohr^-3 eps_x=-0.08333 hartree g=6.6634
H: r=9 bohr n=4.848e-09 bohr^-3 eps_x=-0.05556 hartree g=32.8255
H: r=12 bohr n=1.202e-11 bohr^-3 eps_x=-0.04167 hartree g=181.9120
H: field-energy integral = 0.31250 hartree, of which 0.01250 beyond 40 bohr
H: field ratio at r = 6.00 bohr: 1254.29
Be: E_x = -2.66691 hartree = -72.570 eV
Be: I = 3.13101; -E_x/I = 0.8518
Be: L = 0.9155, S = 4.4206 hartree
Be: R_occ = 2.6539 bohr
Be: g = 1.68 at r = 5.436 bohr = 2.877 angstrom
Be: g = 2.1178 at r = 6.164 bohr
Be: beyond first crossing: 0.0525 electrons
Be: share beyond it: E_x 0.159 %, I 0.065 %
Be: excess outside 0.00083, slack inside 2.59401 hartree
Be: r=1 bohr n=4.013e-02 bohr^-3 eps_x=-0.37314 hartree g=1.0899
Be: r=3 bohr n=4.930e-03 bohr^-3 eps_x=-0.15486 hartree g=0.9099
Be: r=6 bohr n=7.123e-05 bohr^-3 eps_x=-0.08321 hartree g=2.0073
Be: r=9 bohr n=8.130e-07 bohr^-3 eps_x=-0.05555 hartree g=5.9522
Be: r=12 bohr n=8.588e-09 bohr^-3 eps_x=-0.04167 hartree g=20.3467
Be: HF energy radial -14.57302, Gaussian -14.57300 hartree
Be: Gaussian-basis E_x = -2.66692 hartree
Be: eps_2s = -0.30927 hartree, kappa = 0.7865 bohr^-1
Be: d ln g/dr at 12 bohr: 0.4246, law 0.4259 bohr^-1
Be: PBE E_x = -2.63580 hartree; cap on g = 1.3324
Be: at r = 9.01 bohr g PBE 1.3292, exact exchange 5.9639
B: E_x = -3.7695 hartree; -E_x/I = 0.8513
B: R_occ = 2.181 bohr; min of -2(r+R_occ)eps_x = 1.1732
B: largest g where n > 1e-5 bohr^-3: 3.767
tests ok
```
